# Nitrogen activity in gas nitriding when ammonia and hydrogen pressures change: test program

```python
# Result under test: for NH3 <=> [N] + 3/2 H2 at equilibrium, ideal gas, fixed T,
#   a_N = K(T) * p_NH3 / p_H2**1.5   (pressures in units of 1 bar),
# so halving p_NH3 and quadrupling p_H2 multiplies the activity a_N by 1/16.
# theta = filled fraction of interstitial sites; for independent equivalent
# sites theta/(1-theta) is proportional to a_N.
# Independent road: numerical minimum of the Gibbs energy of gas plus lattice.
import numpy as np
import mpmath as mp
from scipy.constants import R, e, N_A
from scipy.optimize import brentq

mp.mp.dps = 40
T = 800.0                                   # K
before = np.array([0.40, 0.16, 0.44])       # NH3, H2, N2 in bar
after = np.array([0.20, 0.64, 0.16])
assert abs(before.sum() - after.sum()) < 1e-12


def nitriding_potential(p):
    return p[0] / p[1]**1.5                 # bar^-1/2


def site_filling(p, site_affinity):
    """Minimize G/RT of a large gas reservoir plus one mole of sites."""
    reservoir = mp.mpf(10)**9
    pressures = [mp.mpf(float(x)) for x in p]
    total_pressure = sum(pressures)

    def gibbs(theta):
        amounts = [reservoir * pressures[0] - theta,
                   reservoir * pressures[1] + mp.mpf(3) / 2 * theta,
                   reservoir * pressures[2]]
        total = sum(amounts)
        gas = sum(n * mp.log(n / total * total_pressure) for n in amounts)
        mixing = theta * mp.log(theta) + (1 - theta) * mp.log(1 - theta)
        return gas + mixing - theta * mp.log(site_affinity)

    def slope(s):
        theta = 1 / (1 + mp.exp(-mp.mpf(s)))
        return float(mp.diff(gibbs, theta))

    s = brentq(slope, -25.0, 25.0, xtol=1e-12)
    return 1 / (1 + np.exp(-s))


def odds(theta):
    return theta / (1 - theta)


# Activity ratio from the formula and from the Gibbs minimum
ratio = nitriding_potential(after) / nitriding_potential(before)
crowded = [site_filling(p, 1.0) for p in (before, after)]
dilute = [site_filling(p, 1e-4) for p in (before, after)]
ratio_gibbs = odds(crowded[1]) / odds(crowded[0])
assert abs(ratio_gibbs / ratio - 1) < 1e-7
assert abs(ratio_gibbs * 16 - 1) < 1e-7

# Each pressure changed alone, and nitrogen gas changed alone
start = odds(crowded[0])
only_nh3 = odds(site_filling(before * [0.5, 1, 1], 1.0)) / start
only_h2 = odds(site_filling(before * [1, 4, 1], 1.0)) / start
only_n2 = odds(site_filling(before * [1, 1, 3], 1.0)) / start
assert abs(only_nh3 - 1 / 2) < 1e-7
assert abs(only_h2 - 1 / 8) < 1e-7
assert abs(only_n2 - 1) < 1e-7

# Content follows activity only when few sites are filled
content_dilute = dilute[1] / dilute[0]
content_crowded = crowded[1] / crowded[0]
assert abs(content_dilute * 16 - 1) < 2e-3
assert content_crowded > 2 * ratio

# Chemical potential of nitrogen
delta_mu = R * T * np.log(ratio)            # J/mol
delta_mu_ev = delta_mu / (N_A * e)

# Absolute activity, reference N2 at 1 bar; rough reaction data near 800 K
reaction_gibbs = -39e3                      # J/mol, rough
reaction_enthalpy = 54e3                    # J/mol, rough
K = np.exp(-reaction_gibbs / (R * T))
activity = [K * nitriding_potential(p) for p in (before, after)]
n2_fugacity = [a**2 for a in activity]      # bar, N2 that would balance a_N
assert n2_fugacity[1] > 1000 * after[2]
ratio_n2_balance = np.sqrt(after[2] / before[2])

# Neglected effect 1: furnace drift during the change
drift = 5.0                                 # K
drift_factor = np.exp(reaction_enthalpy / R * (1 / T - 1 / (T + drift)))

# Neglected effect 2: non-ideal gas, second virial coefficients from rough
# van der Waals constants (L^2 bar/mol^2 and L/mol) for NH3, H2, N2
vdw_a = np.array([4.2, 0.25, 1.4])
vdw_b = np.array([0.037, 0.027, 0.039])
RT_litre_bar = R * T / 100.0
virial = ((vdw_b[:, None] + vdw_b[None, :]) / 2
          - np.sqrt(np.outer(vdw_a, vdw_a)) / RT_litre_bar)


def log_fugacity_coefficients(p):
    total_pressure = p.sum()
    n = p / total_pressure

    def excess(amounts):
        return (amounts @ virial @ amounts / amounts.sum()
                * total_pressure / RT_litre_bar)
    h = 1e-4
    return np.array([(excess(n + h * u) - excess(n - h * u)) / (2 * h)
                     for u in np.eye(3)])


reaction_row = np.array([1.0, -1.5, 0.0])
nonideal_factor = np.exp(reaction_row @ (log_fugacity_coefficients(after)
                                         - log_fugacity_coefficients(before)))
assert abs(nonideal_factor - 1) < 0.01

# Neglected effect 3: surface nitrogen lost as N2. Here u = a_N/K.
# uptake p_NH3/p_H2^0.5, return p_H2*u, loss proportional to u^2
loss_share = 0.05                           # of uptake, initial state


def steady_potential(p, loss_constant):
    def balance(u):
        return p[0] / np.sqrt(p[1]) - p[1] * u - loss_constant * u**2
    return brentq(balance, 0.0, 2 * nitriding_potential(p), xtol=1e-13)


u_start = (1 - loss_share) * nitriding_potential(before)
loss_constant = loss_share * before[0] / np.sqrt(before[1]) / u_start**2
u_before = steady_potential(before, loss_constant)
u_after = steady_potential(after, loss_constant)
reach_before = u_before / nitriding_potential(before)
reach_after = u_after / nitriding_potential(after)
ratio_with_loss = u_after / u_before
assert abs(steady_potential(after, 0.0) / steady_potential(before, 0.0)
           - ratio_gibbs) < 1e-7
assert reach_before < reach_after < 1
assert ratio_with_loss > ratio

print(f"Temperature: {T:.0f} K")
for name, p in (("before", before), ("after", after)):
    print(f"Pressures {name}, NH3 H2 N2: {p[0]:.2f} {p[1]:.2f} {p[2]:.2f} bar")
    print(f"Nitriding potential {name}: {nitriding_potential(p):.4f} bar^-1/2")
print(f"Activity ratio, formula: {ratio:.6f}")
print(f"Activity ratio, Gibbs minimum: {ratio_gibbs:.6f}")
print(f"Fall in activity: {100 * (1 - ratio):.2f} %")
print(f"Ratio, only NH3 halved: {only_nh3:.6f}")
print(f"Ratio, only H2 quadrupled: {only_h2:.6f}")
print(f"Ratio, only N2 tripled: {only_n2:.6f}")
print(f"R*T: {R * T / 1000:.4f} kJ/mol")
print(f"ln(activity ratio): {np.log(ratio):.4f}")
print(f"Chemical potential change: {delta_mu / 1000:.2f} kJ/mol")
print(f"Chemical potential change: {delta_mu_ev:.4f} eV per atom")
print(f"Dilute sites filled before: {dilute[0]:.3e}")
print(f"Dilute sites filled after: {dilute[1]:.3e}")
print(f"Content ratio, dilute: {content_dilute:.5f}")
print(f"Crowded sites filled before: {crowded[0]:.4f}")
print(f"Crowded sites filled after: {crowded[1]:.4f}")
print(f"Content ratio, crowded: {content_crowded:.4f}")
print(f"Reaction Gibbs energy (rough): {reaction_gibbs / 1000:.0f} kJ/mol")
print(f"Reaction enthalpy (rough): {reaction_enthalpy / 1000:.0f} kJ/mol")
print(f"K (rough): {K:.1e}")
print(f"Activity before, after (rough): {activity[0]:.1e} {activity[1]:.1e}")
print(f"Balancing N2 fugacity before (rough): {n2_fugacity[0]:.0e} bar")
print(f"Balancing N2 fugacity after (rough): {n2_fugacity[1]:.0e} bar")
print(f"Activity ratio if N2 were in balance: {ratio_n2_balance:.3f}")
print(f"Furnace drift: {drift:.0f} K")
print(f"Activity change from drift: {100 * (drift_factor - 1):+.1f} %")
print(f"Ratio change, non-ideal gas: {100 * (nonideal_factor - 1):+.3f} %")
print(f"Assumed N2 loss, share of uptake before: {100 * loss_share:.0f} %")
print(f"Activity over gas-imposed value, before: {reach_before:.4f}")
print(f"Activity over gas-imposed value, after: {reach_after:.4f}")
print(f"Activity ratio with N2 loss: {ratio_with_loss:.4f}")
print(f"Ratio change from N2 loss: {100 * (ratio_with_loss / ratio - 1):+.1f} %")
print("PASS")
```

Running it gives:

```
Temperature: 800 K
Pressures before, NH3 H2 N2: 0.40 0.16 0.44 bar
Nitriding potential before: 6.2500 bar^-1/2
Pressures after, NH3 H2 N2: 0.20 0.64 0.16 bar
Nitriding potential after: 0.3906 bar^-1/2
Activity ratio, formula: 0.062500
Activity ratio, Gibbs minimum: 0.062500
Fall in activity: 93.75 %
Ratio, only NH3 halved: 0.500000
Ratio, only H2 quadrupled: 0.125000
Ratio, only N2 tripled: 1.000000
R*T: 6.6516 kJ/mol
ln(activity ratio): -2.7726
Chemical potential change: -18.44 kJ/mol
Chemical potential change: -0.1911 eV per atom
Dilute sites filled before: 6.246e-04
Dilute sites filled after: 3.906e-05
Content ratio, dilute: 0.06254
Crowded sites filled before: 0.8621
Crowded sites filled after: 0.2809
Content ratio, crowded: 0.3258
Reaction Gibbs energy (rough): -39 kJ/mol
Reaction enthalpy (rough): 54 kJ/mol
K (rough): 3.5e+02
Activity before, after (rough): 2.2e+03 1.4e+02
Balancing N2 fugacity before (rough): 5e+06 bar
Balancing N2 fugacity after (rough): 2e+04 bar
Activity ratio if N2 were in balance: 0.603
Furnace drift: 5 K
Activity change from drift: +5.2 %
Ratio change, non-ideal gas: +0.043 %
Assumed N2 loss, share of uptake before: 5 %
Activity over gas-imposed value, before: 0.9500
Activity over gas-imposed value, after: 0.9991
Activity ratio with N2 loss: 0.0657
Ratio change from N2 loss: +5.2 %
PASS
```
